**Numerical test of Lifshitz–Slyozov–Wagner coarsening**

The program tests the law that the cubed mean radius grows at the rate K = (8/9)γDφₑVm/(R_gT), with scaled radii u = R/⟨R⟩ ending at 3/2. Here γ is the interface energy, D the solute diffusivity, φₑ the solubility as a volume fraction, Vm the molar volume, R_g the gas constant and T the temperature; A = 2γDφₑVm/(R_gT) is the growth coefficient of a single particle. It asserts the critical double root, the closed size distribution against numerical quadrature, the Gibbs–Thomson relation, and the shrinking of the quasi-steady error with supersaturation. It also evolves weighted particle populations by the single-particle growth law. Started from the derived distribution, the population keeps its shape to within 0.0021 in the survival function and gives K/A = 0.4444, as derived. A uniform start gives 0.3475, against 0.3472 derived for a distribution with a finite step at its end. A start with a rapidly vanishing tail gives 0.4563, still 2.7 % above 4/9 and inside the asserted 8 % tolerance. For the model parameters the mean radius grows from 20 nm to about 47 nm in 100 h.

## Numerical check

```python
"""Coarsening of spherical precipitates (Lifshitz-Slyozov-Wagner).

Result under test: mean radius cubed grows at the rate
    (8/9) * gamma * D * phi_e * Vm / (R_gas * T),
and the scaled size distribution ends at u = R/mean(R) = 3/2.
gamma : interface energy, D : solute diffusivity, Vm : molar volume,
phi_e : equilibrium solubility as a volume fraction (= c_e * Vm).
Growth law of one particle: dR/dt = (A/R)(1/Rc - 1/R),
with A = D*phi_e*ell and capillary length ell = 2*gamma*Vm/(R_gas*T).
Simulations use units with A = 1.
"""
import numpy as np
import sympy as sp
from scipy.constants import R as R_gas
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def survival(u):
    """Derived fraction of particles with scaled radius above u."""
    return ((3 / (3 + u))**(4 / 3) * (3 / (3 - 2 * u))**(5 / 3)
            * np.exp(-2 * u / (3 - 2 * u)))


def density(u):
    """Derived probability density of the scaled radius, u < 3/2."""
    return (4 / 9 * u**2 * (3 / (3 + u))**(7 / 3)
            * (3 / (3 - 2 * u))**(11 / 3) * np.exp(-2 * u / (3 - 2 * u)))


def coarsen(quantile, log_growth, count=4000, step=0.001):
    """Evolve weighted particles by the growth law with A = 1.

    quantile maps a survival fraction to an initial radius. The run ends
    when mean(R)**3 has grown by exp(log_growth). Labels are spaced evenly
    in log survival so that the late survivors stay well resolved.
    """
    edges = np.exp(-np.linspace(0, log_growth + 8, count + 1))
    weights = edges[:-1] - edges[1:]
    cubes = quantile(0.5 * (edges[:-1] + edges[1:]))**3
    start_volume = weights @ cubes
    time, times, mean_cubes, target = 0.0, [], [], None
    while True:
        radii = np.cbrt(cubes)
        mean = (weights @ radii) / weights.sum()
        times.append(time)
        mean_cubes.append(mean**3)
        if target is None:
            target = mean**3 * np.exp(log_growth)
        if mean**3 >= target:
            break
        dt = step * mean**3
        cubes = cubes + 3 * dt * (radii / mean - 1)
        gone = np.searchsorted(cubes, 0.0, side="right")
        cubes, weights = cubes[gone:], weights[gone:]
        time += dt
    times, mean_cubes = np.array(times), np.array(mean_cubes)
    late = mean_cubes > mean_cubes[-1] / 4
    rate = np.polyfit(times[late], mean_cubes[late], 1)[0]
    volume_ratio = (weights @ cubes) / start_volume
    return rate, radii / mean, weights / weights.sum(), volume_ratio


# --- critical value of nu = 3A/K: double root of u^3 - nu (u - 1)
x, nu = sp.symbols("x nu", positive=True)
nu_critical = sp.solve(sp.discriminant(x**3 - nu * (x - 1), x), nu)
assert nu_critical == [sp.Rational(27, 4)]
nu_c = float(nu_critical[0])
roots = sp.roots(sp.Poly(x**3 - nu_critical[0] * (x - 1), x))
cutoff = [float(r) for r, m in roots.items() if m == 2][0]
K_scaled = 3 / nu_c
best = minimize_scalar(lambda a: -3 * (a - 1) / a**3,
                       bounds=(1.01, 4), method="bounded")
assert abs(best.x - cutoff) < 1e-4 and abs(-best.fun - K_scaled) < 1e-8

# --- closed survival function and density against their definitions
for u in (0.3, 0.8, 1.1, 1.35):
    integral = quad(lambda v: v**2 / (v**3 - nu_c * (v - 1)), 0, u)[0]
    assert abs(np.exp(-3 * integral) / survival(u) - 1) < 1e-7
    assert abs(quad(density, u, cutoff)[0] - survival(u)) < 1e-7
moments = [quad(lambda v, n=n: v**n * density(v), 0, cutoff)[0]
           for n in range(4)]
assert abs(moments[0] - 1) < 1e-7 and abs(moments[1] - 1) < 1e-7
spread = np.sqrt(moments[2] - moments[1]**2)
peak = minimize_scalar(lambda v: -density(v), bounds=(0.5, 1.45),
                       method="bounded")

# --- nu below critical: survival falls as u^-3, so the volume diverges
tail = np.exp(-3 * quad(lambda v: v**2 / (v**3 - 6 * (v - 1)), 200, 400)[0])
assert abs(tail * 8 - 1) < 1e-3

# --- particle populations evolved by the growth law alone
grid = np.linspace(0, 1.499, 200001)
log_label = -np.log(survival(grid))
rate_lsw, u_end, w_end, vol_lsw = coarsen(
    lambda s: np.interp(-np.log(s), log_label, grid), 5)
survivors = np.cumsum(w_end[::-1])[::-1] - 0.5 * w_end
shape_error = np.max(np.abs(survivors - survival(u_end)))
assert abs(rate_lsw / K_scaled - 1) < 0.02   # finite number of particles
assert shape_error < 0.015

rate_uniform, u_uniform, _, vol_uniform = coarsen(
    lambda s: 0.7 + 0.6 * (1 - s), 7)
end_power = sp.solve(5 * x - 6, x)[0]        # cut-off for end power p = 0
cut_uniform = float(end_power)
K_uniform = 3 * (cut_uniform - 1) / cut_uniform**3
assert abs(rate_uniform / K_uniform - 1) < 0.02
assert abs(u_uniform[-1] / cut_uniform - 1) < 0.02

rate_smooth, _, _, vol_smooth = coarsen(lambda s: (-np.log(s))**(1 / 3), 12)
assert abs(rate_smooth / K_scaled - 1) < 0.08  # approach is logarithmic
for ratio in (vol_lsw, vol_uniform, vol_smooth):
    assert abs(ratio - 1) < 0.03

# --- worked example, SI units
gamma, Vm, T, D, phi_e = 0.2, 1e-5, 800.0, 1e-16, 0.01
R0, fraction, hours = 20e-9, 0.01, 100.0
c_e = phi_e / Vm
ell = 2 * gamma * Vm / (R_gas * T)
A = D * phi_e * ell
k = 8 / 9 * gamma * D * phi_e * Vm / (R_gas * T)

# Gibbs-Thomson: maximum of the work of forming a sphere (radius in nm)
log_excess = 0.03
drive = R_gas * T * log_excess / Vm * 1e-9
top = minimize_scalar(lambda r: -(gamma * r**2 - drive * r**3 / 3),
                      bounds=(1, 60), method="bounded",
                      options={"xatol": 1e-8})
assert abs(top.x / (ell * 1e9 / log_excess) - 1) < 1e-5

# Rate constant from the unlinearized flux law at large radii
Ra, Rb = 5e-6, 4e-6
speed = D * Vm * c_e * (np.exp(ell / Rb) - np.exp(ell / Ra)) / Ra
A_flux = speed * Ra / (1 / Rb - 1 / Ra)
assert abs(A_flux / A - 1) < 1e-3
assert abs(rate_lsw * A_flux / k - 1) < 0.02


def true_growth(sigma):
    """Squared growth coefficient lam^2 of R = 2 lam sqrt(D t)."""
    def mismatch(lam):
        inner = quad(lambda y: np.exp(-(lam / y)**2), 0, 1, limit=200)[0]
        return 2 * lam**2 * np.exp(lam**2) * inner - sigma
    return brentq(mismatch, 1e-5, 0.5, xtol=1e-14)**2


sigma = phi_e * ell / R0
quasi_error = true_growth(sigma) / (sigma / 2) - 1
quasi_error_small = true_growth(sigma / 4) / (sigma / 8) - 1
assert 0 < quasi_error < 0.05
assert abs(quasi_error_small / quasi_error - 0.5) < 0.05
linear_error = np.expm1(ell / R0) / (ell / R0) - 1

R1 = (R0**3 + k * hours * 3600)**(1 / 3)
t_double = 7 * R0**3 / k


def number(radius):
    return fraction / (4 * np.pi / 3 * moments[3] * radius**3)


print(f"critical nu = {nu_c:.4f}")
print(f"cut-off u_max = {cutoff:.4f}")
print(f"K/A, derived = {K_scaled:.5f}")
print(f"mean u = {moments[1]:.6f}")
print(f"mean u^2 = {moments[2]:.5f}")
print(f"mean u^3 = {moments[3]:.5f}")
print(f"standard deviation of u = {spread:.4f}")
print(f"most frequent u = {peak.x:.4f}")
print(f"density at most frequent u = {-peak.fun:.4f}")
print(f"fraction of particles with u > 1 = {survival(1.0):.4f}")
print(f"K/A simulated, derived start = {rate_lsw:.4f}")
print(f"largest survival-function error = {shape_error:.4f}")
print(f"K/A simulated, uniform start = {rate_uniform:.4f}")
print(f"K/A derived for end power 0 = {K_uniform:.4f}")
print(f"largest u simulated, uniform start = {u_uniform[-1]:.4f}")
print(f"largest u derived for end power 0 = {cut_uniform:.4f}")
print(f"K/A simulated, rapidly vanishing tail = {rate_smooth:.4f}")
print(f"final/initial volume, three runs = {vol_lsw:.4f}, "
      f"{vol_uniform:.4f}, {vol_smooth:.4f}")
print(f"interface energy = {gamma:.2f} J/m^2")
print(f"molar volume = {Vm:.1e} m^3/mol")
print(f"temperature = {T:.0f} K")
print(f"diffusivity = {D:.1e} m^2/s")
print(f"solubility phi_e = {phi_e:.3f} (volume fraction)")
print(f"solubility c_e = {c_e:.0f} mol/m^3")
print(f"precipitate volume fraction = {fraction:.3f}")
print(f"R_gas*T = {R_gas * T:.1f} J/mol")
print(f"capillary length ell = {ell * 1e9:.4f} nm")
print(f"A = {A * 1e27:.4f} nm^3/s")
print(f"rate constant K = {k * 1e27:.4f} nm^3/s")
print(f"rate constant K = {k:.4e} m^3/s")
print(f"initial mean radius = {R0 * 1e9:.1f} nm")
print(f"ageing time = {hours:.0f} h")
print(f"mean radius after ageing = {R1 * 1e9:.2f} nm")
print(f"largest radius after ageing = {cutoff * R1 * 1e9:.2f} nm")
print(f"number density at start = {number(R0):.3e} 1/m^3")
print(f"number density after ageing = {number(R1):.3e} 1/m^3")
print(f"surviving fraction of particles = {number(R1) / number(R0):.4f}")
print(f"matrix excess at start = {phi_e * ell / R0:.3e} (volume fraction)")
print(f"matrix excess after ageing = {phi_e * ell / R1:.3e} "
      "(volume fraction)")
print(f"time to double the mean radius = {t_double / 3600:.2f} h")
print(f"linearization error of excess at start = {100 * linear_error:.2f} %")
print(f"quasi-steady error at start = {100 * quasi_error:.2f} %")
print(f"quasi-steady error at sigma/4 = {100 * quasi_error_small:.2f} %")
print("PASS")
```

Output:

```
critical nu = 6.7500
cut-off u_max = 1.5000
K/A, derived = 0.44444
mean u = 1.000000
mean u^2 = 1.04625
mean u^3 = 1.12960
standard deviation of u = 0.2151
most frequent u = 1.1346
density at most frequent u = 2.1516
fraction of particles with u > 1 = 0.5755
K/A simulated, derived start = 0.4444
largest survival-function error = 0.0021
K/A simulated, uniform start = 0.3475
K/A derived for end power 0 = 0.3472
largest u simulated, uniform start = 1.1985
largest u derived for end power 0 = 1.2000
K/A simulated, rapidly vanishing tail = 0.4563
final/initial volume, three runs = 1.0062, 1.0088, 1.0144
interface energy = 0.20 J/m^2
molar volume = 1.0e-05 m^3/mol
temperature = 800 K
diffusivity = 1.0e-16 m^2/s
solubility phi_e = 0.010 (volume fraction)
solubility c_e = 1000 mol/m^3
precipitate volume fraction = 0.010
R_gas*T = 6651.6 J/mol
capillary length ell = 0.6014 nm
A = 0.6014 nm^3/s
rate constant K = 0.2673 nm^3/s
rate constant K = 2.6727e-28 m^3/s
initial mean radius = 20.0 nm
ageing time = 100 h
mean radius after ageing = 47.06 nm
largest radius after ageing = 70.59 nm
number density at start = 2.642e+20 1/m^3
number density after ageing = 2.028e+19 1/m^3
surviving fraction of particles = 0.0768
matrix excess at start = 3.007e-04 (volume fraction)
matrix excess after ageing = 1.278e-04 (volume fraction)
time to double the mean radius = 58.20 h
linearization error of excess at start = 1.52 %
quasi-steady error at start = 2.21 %
quasi-steady error at sigma/4 = 1.10 %
PASS
```
